\section*{Kane's tunnelling exponent from a massive Dirac electron in a uniform field}

\section{Definitions and conventions}

Two bands are described near their closest approach by the Hamiltonian
\begin{equation}
H(k)=\hbar v k\,\sigma_z+\Delta\,\sigma_x ,\qquad E_g=2\Delta>0 ,
\label{H}
\end{equation}
where $k$ is the wave number along $x$, $v>0$ is the band velocity and $\sigma_{x,y,z}$ are Pauli matrices. A transverse wave number is added later. Since $H^2=\hbar^2v^2k^2+\Delta^2$, the bands are
\begin{equation}
E_\pm(k)=\pm\sqrt{\Delta^2+\hbar^2v^2k^2}.
\label{bands}
\end{equation}

The electron has charge $-e$. An electric field of magnitude $\mathcal E$ points along $-x$, so the force $F=e\mathcal E>0$ points along $+x$ and the potential energy is $-Fx$. The two components of the wave function are $a$ (upper) and $b$ (lower). The velocity operator is $\hbar^{-1}\partial H/\partial k=v\sigma_z$, so $a$ moves to the right at speed $v$ and $b$ to the left.

The quantity sought is $P$, the probability that an electron arriving in the valence band leaves in the conduction band. The model assumes one coherent electron, a filled initial state, an empty final state, and a field that is uniform over a region much longer than the tunnelling region.

\section{The simplest case: no gap}

For $\Delta=0$ the two components are independent. The force gives $\hbar\dot k=F$, so the energy $\hbar vk$ of a right-mover rises steadily from negative to positive values. It starts in the lower band and ends in the upper one, with unchanged velocity, and $P=1$.

Crossing between the bands therefore means \emph{staying} in component $a$. A gap couples $a$ to $b$ and can turn the electron round. An electron that turns round stays in the valence band.

\section{With a gap: the map onto a sweep in time}

The stationary equation is $[H(k)-Fx]\psi=E\psi$. Write
\begin{equation}
\psi(x)=\int\frac{dk}{2\pi}\,e^{ikx}\varphi(k).
\end{equation}
Multiplying by $x$ gives $xe^{ikx}=-i\partial_ke^{ikx}$, and an integration by parts moves the derivative onto $\varphi$ with a change of sign. Thus $x$ acts on $\varphi$ as $i\partial_k$, and
\begin{equation}
iF\,\partial_k\varphi=\left[H(k)-E\right]\varphi .
\label{keq}
\end{equation}
This is first order in $k$, so $k$ can serve as a clock. Put $k=Ft/\hbar$, so that $F\partial_k=\hbar\partial_t$, and $\varphi=e^{iEt/\hbar}\chi$. The derivative of the phase factor gives $-E\varphi$ on the left, which cancels the same term on the right:
\begin{equation}
i\hbar\,\partial_t\chi=\left(vFt\,\sigma_z+\Delta\,\sigma_x\right)\chi .
\label{LZ}
\end{equation}
This is the Landau--Zener problem: two levels $\pm vFt$ cross at $t=0$ and are coupled by $\Delta$. The energy $E$ has dropped out because in a uniform field it merely shifts the origin of $x$ by $E/F$.

It remains to show that the sweep probability is the transmission through the junction. Take $E=0$. Far from the crossing, equation (\ref{keq}) gives $\varphi_a\propto e^{-i\hbar vk^2/2F}$ times a slowly varying factor. The phase $kx-\hbar vk^2/2F$ is stationary at $k=Fx/\hbar v$, so for component $a$ large negative $k$ means large negative $x$. The stationary-phase integral gives
\begin{equation}
|\psi_a(x)|^2=\frac{F}{2\pi\hbar v}\,|\varphi_a(k)|^2 ,
\end{equation}
with the same prefactor at both ends. For $b$ the sign is reversed, $k=-Fx/\hbar v$. Hence $k\to-\infty$ holds the incoming waves: $a$ from the left and $b$ from the right. The outgoing waves are at $k\to+\infty$. Sending in an electron from the left alone means $b\to0$ at $t\to-\infty$, and the ratio of transmitted to incident flux is
\begin{equation}
P=\left|\frac{a(+\infty)}{a(-\infty)}\right|^2 .
\label{Pdef}
\end{equation}

In the units $\tau=t\sqrt{vF/\hbar}$, equation (\ref{LZ}) becomes
\begin{equation}
ia'=\tau a+g b,\qquad ib'=g a-\tau b,\qquad g=\frac{\Delta}{\sqrt{\hbar vF}} ,
\label{ab}
\end{equation}
where a prime is $d/d\tau$. A single number, $g$, controls the result.

\subsection{Limit of a small gap}

For $g\ll1$ use first-order perturbation theory. To zeroth order $a=e^{-i\tau^2/2}$. With $b=e^{i\tau^2/2}\beta$ the second equation gives $\beta'=-ig\,e^{-i\tau^2}$, and so
\begin{equation}
|\beta(\infty)|^2=g^2\left|\int_{-\infty}^{\infty}e^{-i\tau^2}d\tau\right|^2=\pi g^2 ,
\qquad P\simeq1-\pi g^2 .
\label{weak}
\end{equation}
The full solution must reproduce this.

\section{Solving the crossing for any gap}

\subsection{One equation and its integral solution}

Differentiate the first of equations (\ref{ab}): $ia''=a+\tau a'+gb'$. The second gives $gb'=i\tau(gb)-ig^2a$, and the first gives $gb=ia'-\tau a$. Therefore $gb'=-\tau a'-i\tau^2a-ig^2a$, the terms in $a'$ cancel, and
\begin{equation}
a''+(\tau^2+g^2+i)\,a=0 .
\end{equation}
Now remove the rapid phase with $a=e^{-i\tau^2/2}c$. Then $a''=e^{-i\tau^2/2}(c''-2i\tau c'-ic-\tau^2c)$, which leaves
\begin{equation}
c''-2i\tau c'+g^2c=0,\qquad b=\frac{i}{g}\,c'\,e^{-i\tau^2/2}.
\label{c}
\end{equation}
The expression for $b$ follows from $gb=ia'-\tau a$.

The coefficients are at most linear in $\tau$, so a Laplace integral $c=\int f(p)e^{p\tau}dp$ reduces the order. In the middle term write $\tau e^{p\tau}=d(e^{p\tau})/dp$ and integrate by parts:
\begin{equation}
-2i\int pf\,\frac{d e^{p\tau}}{dp}\,dp=2i\int (pf)'\,e^{p\tau}dp ,
\end{equation}
provided $pfe^{p\tau}$ vanishes at the ends of the path. Equation (\ref{c}) holds if $(p^2+g^2)f+2i(pf)'=0$, that is,
\begin{equation}
\frac{(pf)'}{pf}=\frac i2\left(p+\frac{g^2}{p}\right)
\;\Rightarrow\;
f=p^{-1+i\lambda}e^{ip^2/4},\qquad \lambda=\frac{g^2}{2}.
\end{equation}
For $p=re^{i\theta}$ the modulus of $e^{ip^2/4}$ is $e^{-r^2\sin2\theta/4}$. It decays in the first quadrant and in the third. Choose a path that comes in from infinity at $\theta=\pi/4$, circles the origin once anticlockwise, and returns to infinity at $\theta=9\pi/4$:
\begin{equation}
c(\tau)=\oint p^{-1+i\lambda}\exp\!\left(\frac{ip^2}{4}+p\tau\right)dp .
\label{loop}
\end{equation}
The boundary terms vanish. The integrand does not return to its initial value after the circuit, because $p^{i\lambda}$ has been multiplied by $e^{-2\pi\lambda}$.

\subsection{Early times}

For $\tau<0$ the factor $e^{p\tau}$ decays where $\mathrm{Re}\,p>0$, and $e^{ip^2/4}$ is bounded throughout the first quadrant. Both ends of the path may therefore be turned onto the positive real axis. With $p=q/|\tau|$,
\begin{equation}
c=|\tau|^{-i\lambda}\oint q^{-1+i\lambda}e^{-q}e^{iq^2/4\tau^2}dq
\;\to\;|\tau|^{-i\lambda}K ,
\label{early}
\end{equation}
where $K=\oint q^{-1+i\lambda}e^{-q}dq$. To evaluate $K$, replace $i\lambda$ by $s$ with $\mathrm{Re}\,s>0$. The loop can then be shrunk onto the axis: the inward part gives $-\Gamma(s)$ and the outward part $e^{2\pi is}\Gamma(s)$. Continuing back to $s=i\lambda$ gives $K=(e^{-2\pi\lambda}-1)\Gamma(i\lambda)$, which is not zero.

The derivative $c'$ has an extra factor $p=q/|\tau|$ in the integrand, so $b$ falls as $1/|\tau|$. The loop thus describes the required initial state, with all the weight in $a$.

\subsection{Late times}

For $\tau>0$ the factor $e^{p\tau}$ decays on the left instead. Deform the path into three pieces.

The first piece runs along $p=2i\tau+e^{i\pi/4}u$ from $u=+\infty$ to $u=-\infty$, passing above the origin into the third quadrant. On this line
\begin{align}
\frac{ip^2}{4}+p\tau
&=-i\tau^2-\tau e^{i\pi/4}u-\frac{u^2}{4}+2i\tau^2+\tau e^{i\pi/4}u\nonumber\\
&=i\tau^2-\frac{u^2}{4}.
\end{align}
The line stays at least $\sqrt2\,\tau$ from the origin, and $|p^{i\lambda}|=e^{-\lambda\arg p}<1$. The contribution to $c$ is therefore at most
\begin{equation}
\frac{1}{\sqrt2\,\tau}\int_{-\infty}^{\infty}e^{-u^2/4}du=\frac{\sqrt{2\pi}}{\tau},
\end{equation}
which vanishes as $\tau\to\infty$. The last piece runs back along the same line with $\arg p$ larger by $2\pi$. It is smaller still.

The middle piece starts in the third quadrant, circles the origin once and returns there. Its ends can be turned onto the negative real axis, with arguments $\pi$ and $3\pi$. Set $p=e^{i\pi}q/\tau$. Then $q$ follows the same loop as in equation (\ref{early}), $e^{p\tau}=e^{-q}$, and $p^{i\lambda}=e^{-\pi\lambda}\tau^{-i\lambda}q^{i\lambda}$. Hence
\begin{equation}
c\;\to\;e^{-\pi\lambda}\,\tau^{-i\lambda}K .
\end{equation}
The half-turn about $p=0$ is the whole difference between early and late amplitudes. Since $|\tau^{-i\lambda}|=1$, equation (\ref{Pdef}) gives
\begin{equation}
P=e^{-2\pi\lambda}=e^{-\pi g^2}=\exp\!\left(-\frac{\pi\Delta^2}{\hbar vF}\right).
\end{equation}
With $\Delta=E_g/2$ and $F=e\mathcal E$,
\begin{equation}
P=\exp\!\left(-\frac{\pi E_g^2}{4\hbar v\,e\mathcal E}\right).
\label{main}
\end{equation}
For small $g$ this is $1-\pi g^2$, in agreement with equation (\ref{weak}). For large $g$ it is exponentially small: the electron follows the valence band and turns back. Conservation of $|a|^2+|b|^2$ puts the remaining probability, $1-P$, in the reflected wave.

\section{Kane's form and the barrier picture}

Near $k=0$ equation (\ref{bands}) gives $E_+\simeq\Delta+\hbar^2v^2k^2/2\Delta$, so each band edge has mass $m=\Delta/v^2$. The reduced mass of electron and hole is $m_r=m/2=E_g/4v^2$. Inserting $v=\sqrt{E_g/4m_r}$ in the exponent $S=-\ln P$,
\begin{equation}
S=\frac{\pi E_g^2}{4\hbar e\mathcal E}\sqrt{\frac{4m_r}{E_g}}
=\frac{\pi\sqrt{m_r}\,E_g^{3/2}}{2\hbar e\mathcal E},
\label{kane}
\end{equation}
which is Kane's exponent. The two forms agree, but their scalings refer to different comparisons. Doubling the gap multiplies $S$ by 4 at fixed $v$, and by $2^{3/2}\simeq2.8$ at fixed mass.

The same exponent follows from the decay of the wave inside the gap. At $E=0$ the local kinetic energy is $Fx$, so $F^2x^2=\Delta^2+\hbar^2v^2k^2$. For $|x|<\Delta/F$ the wave number is imaginary, $k=i\kappa$, and
\begin{equation}
2\int_{-\Delta/F}^{\Delta/F}\kappa\,dx
=\frac{2}{\hbar v}\int_{-\Delta/F}^{\Delta/F}\!\sqrt{\Delta^2-F^2x^2}\,dx
=\frac{\pi\Delta^2}{\hbar vF}.
\label{wkb}
\end{equation}
The integral is the area of a half-ellipse with semi-axes $\Delta$ and $\Delta/F$. For a uniform field this semiclassical estimate coincides with the full result, even when $g$ is not large.

A one-band triangular barrier with the edge mass has $\kappa=\sqrt{2m(E_g-Fx)}/\hbar$ for $0<x<E_g/F$. Its exponent is $4\sqrt{2m}\,E_g^{3/2}/3\hbar F$, larger than $S$ by the factor $16/3\pi\simeq1.70$. In the one-band picture $\kappa$ keeps growing towards the valence edge. In the two-band picture it returns to zero at both edges.

\section{Adding transverse motion}

Let the electron also have a conserved wave number $k_y$, which adds $\hbar vk_y\sigma_y$ to $H$. Write
\begin{equation}
\Delta\sigma_x+\hbar vk_y\sigma_y=M(\cos\theta\,\sigma_x+\sin\theta\,\sigma_y)
=M\,R\,\sigma_xR^\dagger ,
\end{equation}
with $M^2=\Delta^2+\hbar^2v^2k_y^2$ and $R=e^{-i\theta\sigma_z/2}$. The matrix $R$ is constant and commutes with $\sigma_z$, so it changes neither the sweep term nor $|a|$ and $|b|$. The previous solution applies with $\Delta$ replaced by $M$:
\begin{equation}
P(k_y)=\exp\!\left[-\frac{\pi(\Delta^2+\hbar^2v^2k_y^2)}{\hbar vF}\right].
\label{ky}
\end{equation}
Transverse motion acts as extra gap, and $P$ falls by a factor $e$ at $k_y=\sqrt{F/\pi\hbar v}$. In the limit $\Delta=0$ an electron at normal incidence is fully transmitted, as in the gapless case above, while one at oblique incidence is partly reflected.

A further term $Ck^2$ times the identity, which makes the two bands unequal, multiplies $\varphi$ in equation (\ref{keq}) by the phase $e^{-iCk^3/3F}$. It leaves the sweep probability unchanged.

\section{A tunnel transistor with a narrow gap}

Take $E_g=0.35$~eV, $v=1.1\times10^6$~m/s and $\mathcal E=0.5$~MV/cm. Then $\hbar v=0.724$~eV\,nm, $F=0.050$~eV/nm, and
\begin{equation}
S=\frac{\pi(0.35)^2}{4\times0.724\times0.050}=2.66,\qquad P=e^{-2.66}=0.070 .
\end{equation}
The distance between the band edges at fixed energy is $E_g/F=7.0$~nm. Here $g=0.92$, so the crossing is neither nearly transparent nor deep in the tunnelling regime. The one-band barrier would give an exponent of 4.5.

At fixed gap and velocity, the field changes the result as follows:
\begin{center}
\begin{tabular}{ccc}
$\mathcal E$ (MV/cm) & $S$ & $P$\\
0.2 & 6.64 & 0.0013\\
0.5 & 2.66 & 0.070\\
1.0 & 1.33 & 0.26
\end{tabular}
\end{center}
A fivefold increase in field raises $P$ about two hundredfold. Doubling the field halves $S$ and so multiplies $P$ by $e^{S/2}$, with $S$ taken before the doubling. From 0.5 to 1.0~MV/cm this is a factor of only 3.8, because $S$ is already small.

At 0.5~MV/cm, $P$ falls by a factor $e$ at $k_y=0.148$~nm$^{-1}$, where $\hbar vk_y=0.107$~eV.

\subsection{Comparison with a real device}

The parameters are rough values for InAs near room temperature. The edge mass they imply, $0.025\,m_0$ with $m_0$ the free-electron mass, is close to that of its conduction electrons, and a field of 0.5~MV/cm corresponds to a band bending of 0.6~eV over 12~nm. Two assumptions that a real device breaks are those of a uniform field and an unconfined body. For the numbers used here, the estimates below lower $P$ by about a quarter for a tanh-shaped non-uniform field at the middle of the energy window (by about half when averaged over the window), and by a factor of roughly two to three for confinement, depending on the walls.

\subsection{What the model leaves out}

\textit{Non-uniform field.} Replace $-Fx$ by $-(D/2)\tanh(2Fx/D)$, with total band bending $D=0.60$~eV and the same peak force. Runge--Kutta integration of the real-space Dirac equation, matched to plane waves on both sides, gives $S=2.93$ and $P=0.053$ at $E=0$, the middle of the energy window. Unlike in a uniform field, $P$ now depends on energy, because an electron away from the middle crosses the gap where the force is weaker. At $E=\pm0.09$~eV it is 0.029, and its average over the window of width $D-E_g$ is 0.038. The increase in $S$ at $E=0$ can be traced with equation (\ref{wkb}). At local kinetic energy $\epsilon$ the force is $F(1-4\epsilon^2/D^2)$. The average of $\epsilon^2$ with weight $\sqrt{\Delta^2-\epsilon^2}$ is $\Delta^2/4$, so to leading order $S$ grows by the factor $1+\Delta^2/D^2=1.085$, to 2.88. Higher powers of $\Delta/D$ add to this, and the full integral gives 2.93. The size of the effect depends on the profile. In a one-sided depletion region, with a parabolic potential of the same bending and the same peak force, the force at the middle of the window is only $F/\sqrt2$, and $P$ at $E=0$ falls to 0.023. Such a region at a doping of $10^{18}$~cm$^{-3}$ would also peak at only about 0.4~MV/cm, so 0.5~MV/cm needs heavier doping or a gate.

\textit{Confinement.} For a body of thickness $W=20$~nm, take $k_y=\pi/W$ as a size estimate; the true value depends on the boundary conditions at the walls. Equation (\ref{ky}) then gives $S=3.78$ and $P=0.023$. Walls made of a material with a very large gap of the same sign instead require $\tan k_yW=-\hbar vk_y/\Delta$. The lowest solution is $k_y=0.132$~nm$^{-1}$, which gives $S=3.45$ and $P=0.032$.

\textit{Remote bands.} These can add $Bk^2\sigma_x$ to $H$. Inside the gap $k^2=-\kappa^2$, and to first order in $B$
\begin{equation}
\kappa^2=\frac{\Delta^2-F^2x^2}{\hbar^2v^2+2\Delta B}.
\end{equation}
The exponent changes by the fraction $-\Delta B/(\hbar v)^2$. For $B=\pm\hbar^2/2m_0=\pm0.038$~eV\,nm$^2$ this is $\mp1.3\%$. Integrating equation (\ref{keq}) numerically with this term gives $S\simeq2.62$--$2.63$ and $2.69$, in line with the estimate; the values move by up to 0.007 with the length of the sweep. This shows the effect of a term of that size only. In InAs the split-off band, about 0.4~eV below the valence edge, can matter more: in the Kane model with interband coupling $Q$ and split-off energy $\Delta_{so}$, the decay constant at energy $E$ above the valence edge obeys $\kappa^2Q^2=E(E_g-E)(E+\Delta_{so})/(E+2\Delta_{so}/3)$. The sign of the change in the barrier exponent depends on what is held fixed. Couplings $2m_0Q^2/\hbar^2$ of 20 to 22~eV give values roughly 5 to 10\% below the $S$ used here, but they also give a lighter conduction mass, about $0.02\,m_0$. If $Q$ is instead chosen to keep the conduction mass at $0.025\,m_0$, $S$ rises by about 4\%.

\textit{Temperature.} If cooling widens the gap by roughly 0.06~eV at fixed $v$, $S$ rises to 3.65 and $P$ falls to 0.026. At 300~K the Boltzmann factor for excitation across the original gap, $e^{-E_g/k_BT}$, is $1.3\times10^{-6}$. This is far below $P$, although a comparison of currents would also need their prefactors. The intrinsic carrier density and generation through mid-gap traps scale instead as $e^{-E_g/2k_BT}\simeq10^{-3}$, which is as large as $P$ at 0.2~MV/cm.

\textit{Occupation.} With $D=0.60$~eV, valence states on one side overlap conduction states on the other over $D-E_g=0.25$~eV. An electron density of $10^{18}$~cm$^{-3}$ in an isotropic band with two spin states has $k_F=(3\pi^2n)^{1/3}$, and equation (\ref{bands}) then puts the zero-temperature Fermi energy 0.11~eV above the band edge (0.10~eV at 300~K, or with the wider cold gap). At low temperature that part of the window is blocked. This reduces the current but does not alter $P$ for an empty final state.

\textit{Impact ionisation.} If there is no further potential drop beyond $D$, an electron that starts without thermal energy arrives at most 0.25~eV above the conduction edge. This is less than the gap, so it cannot create an electron--hole pair.

Tunnelling through traps, phonon-assisted tunnelling and the heavy-hole band are absent from the model, and their contributions are not estimated here. Traps and phonons can open further paths for current, so a small $P$ does not by itself guarantee a small leakage current.

All numerical values are calculated from the stated model.
